**Equatorial ligands and the magnetic axis of Er(III) and Dy(III)**

Three equal charges −Ze at distance R in the equatorial plane give the second-order field B20[3Jz² − J(J+1)], with B20 = −(3/4)αZe²⟨r²⟩/(4πε₀R³). Here α is the second-order Stevens factor, ⟨r²⟩ the 4f radial moment, J the total angular momentum and z the threefold axis. The program builds both J = 15/2 multiplets from many-electron determinants and asserts that the rank-2 ligand matrix agrees with this formula for α = +4/1575 (Er) and −2/315 (Dy). It also asserts the ground-doublet g values, the energy of a tilted moment, and the high-temperature anisotropy law at 10⁶ K to within 0.5%. With ranks 2, 4 and 6 included, the output shows an easy axis for Er (g = 0, 0, 18) and an easy plane for Dy (g = 10.67, 10.67, 1.33). Reversing the rank-2 term alone, or moving the ligands to the poles, is asserted to exchange the two behaviours. Lengthening one bond by 5% leaves the Er axis in place but gives Dy an easy axis within the ligand plane.

## Verification by program

```python
# Result under test: three equal negative charges in the equatorial plane give
#   H = B20 [3 Jz^2 - J(J+1)],  B20 = -(3/4) alpha Z e^2 <r^2> / (4 pi eps0 R^3),
# with alpha = -2/315 for Dy(III) and +4/1575 for Er(III). Hence Er has an easy
# axis (ground M = +-15/2) and Dy an easy plane (ground M = +-1/2).
# R: metal-ligand distance; Z: ligand charge number; <r^k>: 4f radial moments;
# alpha: second-order Stevens factor; z: threefold axis; energies in meV.
# The independent side uses many-electron determinants of the 4f shell and
# angular quadrature of the ligand potential, without any Stevens factor.
from fractions import Fraction
from itertools import combinations
from math import factorial
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.linalg import expm
from scipy.sparse import csr_matrix
from scipy.special import eval_legendre, lpmv

HARTREE = pc["Hartree energy in eV"][0] * 1e3
BOHR_NM = pc["Bohr radius"][0] * 1e9
KB = pc["Boltzmann constant in eV/K"][0] * 1e3
MUB = pc["Bohr magneton in eV/T"][0] * 1e3

R_NM, Z = 0.22, 1.0
MOMENT = {2: 0.7, 4: 1.2, 6: 4.0}          # in powers of the Bohr radius
ZETA = {"Dy": 240.0, "Er": 300.0}          # rough spin-orbit constants, meV
T_LOW, B_FIELD, T_ROOM = 2.0, 1.0, 300.0

# Angular quadrature and f-orbital harmonics
nodes, node_w = np.polynomial.legendre.leggauss(32)
phis = 2 * np.pi * np.arange(64) / 64
COS, PHI = [a.ravel() for a in np.meshgrid(nodes, phis, indexing="ij")]
WEIGHT = np.repeat(node_w, 64) * 2 * np.pi / 64
SIN = np.sqrt(1 - COS**2)
DIRS = np.array([SIN * np.cos(PHI), SIN * np.sin(PHI), COS])


def harmonic(m):
    a = abs(m)
    norm = np.sqrt(7 / (4 * np.pi) * factorial(3 - a) / factorial(3 + a))
    y = norm * lpmv(a, 3, COS) * np.exp(1j * a * PHI)
    return y if m >= 0 else (-1)**a * y.conj()


Y = np.array([harmonic(m) for m in range(-3, 4)])


def angular_matrix(f):
    return (Y.conj() * (f * WEIGHT)) @ Y.T


def unit_vector(polar, azimuth):
    t, p = np.radians([polar, azimuth])
    return np.array([np.sin(t) * np.cos(p), np.sin(t) * np.sin(p), np.cos(t)])


def ligand_ranks(sites):
    """One-electron repulsion matrices, by rank, for (R, polar, azimuth) sites."""
    out = {}
    for k in (2, 4, 6):
        f = sum(eval_legendre(k, unit_vector(t, p) @ DIRS)
                / (r / BOHR_NM)**(k + 1) for r, t, p in sites)
        out[k] = Z * HARTREE * MOMENT[k] * angular_matrix(f)
    return out


def trigonal(polar, stretch=1.0):
    return [(R_NM * stretch, polar, 0), (R_NM, polar, 120), (R_NM, polar, 240)]


def cartesian(lower, zmat):
    return [(lower + lower.T) / 2, (lower.T - lower) / 2j, zmat]


def build_ion(name, n):
    """Hund term and its J = L+S multiplet from determinants of n f electrons."""
    dets = [sum(1 << i for i in c) for c in combinations(range(14), n)]
    index = {d: i for i, d in enumerate(dets)}
    size = len(dets)

    def excitation(p, q):
        rows, cols, vals = [], [], []
        for c, d in enumerate(dets):
            if not (d >> q) & 1:
                continue
            e = d ^ (1 << q)
            if (e >> p) & 1:
                continue
            swaps = ((e & ((1 << q) - 1)).bit_count()
                     + (e & ((1 << p) - 1)).bit_count())
            rows.append(index[e | (1 << p)])
            cols.append(c)
            vals.append(-1.0 if swaps % 2 else 1.0)
        return csr_matrix((vals, (rows, cols)), shape=(size, size))

    exc = {(p, q): excitation(p, q) for p in range(14) for q in range(14)}

    def one_body(h):
        total = csr_matrix((size, size))
        for p, q in zip(*np.nonzero(h)):
            total = total + h[p, q] * exc[(p, q)]
        return total

    lower_l, lower_s, so = [np.zeros((14, 14)) for _ in range(3)]
    ms = np.arange(-3, 4)
    for i, m in enumerate(ms):
        lower_s[i + 7, i] = 1.0
        if m > -3:
            c = np.sqrt(12 - m * (m - 1))
            lower_l[i - 1, i] = lower_l[i + 6, i + 7] = c
        if m < 3:
            c = np.sqrt(12 - m * (m + 1))
            so[i + 8, i] = so[i, i + 8] = c / 2
        so[i, i], so[i + 7, i + 7] = m / 2, -m / 2
    op_l, op_s = one_body(lower_l), one_body(lower_s)
    minority = list(range(3, 3 - (n - 7), -1))
    L, S = sum(minority), (14 - n) / 2
    J = L + S
    start = np.zeros(size)
    start[index[127 + sum(1 << (m + 10) for m in minority)]] = 1.0
    term = []
    for _ in range(2 * L + 1):
        v = start.copy()
        for _ in range(int(2 * S) + 1):
            term.append(v)
            v = op_s @ v
            v = v / max(np.linalg.norm(v), 1e-12)
        start = op_l @ start
        start = start / max(np.linalg.norm(start), 1e-12)
    U = np.array(term).T
    assert np.allclose(U.T @ U, np.eye(U.shape[1]), atol=1e-10)

    def project(op):
        return U.T @ (op @ U)

    z_l = np.diag(np.tile(ms, 2).astype(float))
    z_s = np.diag(np.repeat([0.5, -0.5], 7))
    Lv = cartesian(project(op_l), project(one_body(z_l)))
    Sv = cartesian(project(op_s), project(one_body(z_s)))
    lower_j = project(op_l + op_s)
    w = [np.eye(U.shape[1])[0]]
    for _ in range(int(2 * J)):
        v = lower_j @ w[-1]
        w.append(v / np.linalg.norm(v))
    W = np.array(w).T
    density = np.array([[project(exc[(p, q)] + exc[(p + 7, q + 7)])
                         for q in range(7)] for p in range(7)])
    density_j = np.einsum("ai,pqab,bj->pqij", W, density, W, optimize=True)
    mu_term = [a + 2 * b for a, b in zip(Lv, Sv)]
    return SimpleNamespace(
        name=name, n=n, L=L, S=S, J=J, minority=minority, W=W,
        so=project(one_body(so)), density=density, density_j=density_j,
        mu_term=mu_term, mu=[W.T @ a @ W for a in mu_term],
        Jv=[W.T @ (a + b) @ W for a, b in zip(Lv, Sv)])


def many_body(density, h):
    H = np.einsum("pq,pqab->ab", h, density)
    return (H + H.conj().T) / 2


def g_values(H, mu):
    """g along x, y, z of the lowest Kramers doublet."""
    e, v = np.linalg.eigh(H)
    assert e[1] - e[0] < 1e-7 and e[2] - e[1] > 1e-4
    d = v[:, :2]
    return np.array([np.sqrt(2) * np.linalg.norm(d.conj().T @ m @ d) for m in mu])


def doublet_weight(H, J, M):
    v = np.linalg.eigh(H)[1][:, :2]
    rows = [int(J - M), int(J + M)]
    return np.sum(np.abs(v[rows])**2) / 2


def thermal_moment(H, mu_a, T, B):
    e, v = np.linalg.eigh(H + MUB * B * mu_a)
    p = np.exp(-(e - e[0]) / (KB * T))
    values = np.real(np.einsum("ia,ij,ja->a", v.conj(), mu_a, v))
    return -np.sum(p * values) / p.sum()


def susceptibility(H, mu_a, T):
    """Static linear response in units of Bohr magneton squared per meV."""
    e, v = np.linalg.eigh(H)
    p = np.exp(-(e - e[0]) / (KB * T))
    p /= p.sum()
    d = (e[None, :] - e[:, None]) / (KB * T)
    safe = np.where(np.abs(d) < 1e-10, 1.0, d)
    factor = np.where(np.abs(d) < 1e-10, 1.0, -np.expm1(-safe) / safe)
    return np.sum(np.abs(v.conj().T @ mu_a @ v)**2 * p[:, None] * factor) / (KB * T)


def fmt(values, digits=2):
    return " ".join(f"{abs(x) if abs(x) < 0.5 * 10**-digits else x:.{digits}f}"
                    for x in values)


# Orbital shapes and multipole truncation, checked by direct quadrature
p2_orbital = angular_matrix(eval_legendre(2, COS))
assert np.allclose(p2_orbital, np.diag([(4 - m * m) / 15 for m in range(-3, 4)]),
                   atol=1e-12)
radius, distance = 0.8, R_NM / BOHR_NM
coulomb, series = 0, 0
for _, t, p in trigonal(75):
    cosine = unit_vector(t, p) @ DIRS
    coulomb = coulomb + 1 / np.sqrt(radius**2 + distance**2
                                    - 2 * radius * distance * cosine)
    series = series + sum(radius**k / distance**(k + 1) * eval_legendre(k, cosine)
                          for k in (0, 2, 4, 6))
assert np.allclose(angular_matrix(coulomb), angular_matrix(series), atol=1e-11)

strength = Z * HARTREE * MOMENT[2] / distance**3
print(f"Ligand distance {R_NM:.2f} nm, charge number {Z:.0f}")
print("4f moments r2, r4, r6 (Bohr radius powers):", fmt(MOMENT.values(), 1))
print(f"Z e^2 <r2>/(4 pi eps0 R^3) = {strength:.1f} meV")
print("Orbital <P2> for |m| = 3,2,1,0:",
      fmt([p2_orbital[m + 3, m + 3].real for m in (3, 2, 1, 0)], 4))

planar = ligand_ranks(trigonal(90))
pyramid = ligand_ranks(trigonal(75))
long_bond = ligand_ranks(trigonal(90, 1.05))
polar_pair = ligand_ranks([(R_NM, 0, 0), (R_NM, 180, 0)])

for name, n_f in (("Dy", 9), ("Er", 11)):
    ion = build_ion(name, n_f)
    J, axial = ion.J, name == "Er"
    assert J == 7.5
    M = J - np.arange(16)
    O20 = np.diag(3 * M**2 - J * (J + 1))
    assert np.allclose(ion.Jv[2], np.diag(M), atol=1e-10)

    # Hund multiplet is the lowest spin-orbit level; Lande factor
    so_levels = np.linalg.eigvalsh(ion.so)
    assert np.allclose(ion.so @ ion.W, so_levels[0] * ion.W, atol=1e-9)
    assert so_levels[16] - so_levels[15] > 0.1
    g_lande = 1 + (J*(J+1) + ion.S*(ion.S+1) - ion.L*(ion.L+1)) / (2*J*(J+1))
    for a in range(3):
        assert np.allclose(ion.mu[a], g_lande * ion.Jv[a], atol=1e-9)

    # Stevens factor from the stretched state, tested on the whole multiplet
    alpha = 2 * sum(Fraction(4 - m * m, 15) for m in ion.minority) / 105
    assert alpha == (Fraction(4, 1575) if axial else Fraction(-2, 315))
    shape = many_body(ion.density_j, p2_orbital)
    assert np.allclose(2 * shape, float(alpha) * O20, atol=1e-10)

    def b20(polar):
        c = np.cos(np.radians(polar))
        return float(alpha) * strength * 3 * (3 * c**2 - 1) / 4

    B20 = b20(90)
    rank2 = many_body(ion.density_j, planar[2])
    assert np.allclose(rank2, B20 * O20, atol=1e-8)
    assert np.allclose(many_body(ion.density_j, pyramid[2]), b20(75) * O20, atol=1e-8)
    assert (B20 < 0) == axial

    # Doublet g values and energy of a tilted full moment
    g_rank2 = g_values(rank2, ion.mu)
    expected = ([0, 0, 2 * J * g_lande] if axial
                else [(J + 0.5) * g_lande, (J + 0.5) * g_lande, g_lande])
    assert np.allclose(g_rank2, expected, atol=1e-6)
    for tilt in (0.4, 0.7, np.pi / 2):
        state = expm(-1j * tilt * ion.Jv[1])[:, 0]
        energy = np.real(state.conj() @ rank2 @ state)
        assert abs(energy - B20 * J * (2*J-1)
                   * eval_legendre(2, np.cos(tilt))) < 1e-7
    tilt_cost = 1.5 * B20 * J * (2 * J - 1)

    def total(ranks, scale=1.0):
        return many_body(ion.density_j, scale * ranks[2] + ranks[4] + ranks[6])

    # All ranks, high-temperature law and causal controls
    H = total(planar)
    levels = np.linalg.eigvalsh(H)
    g_full = g_values(H, ion.mu)
    hot = 1e6
    difference = susceptibility(H, ion.mu[2], hot) - susceptibility(H, ion.mu[0], hot)
    law = -g_lande**2 * B20 * J*(J+1)*(2*J-1)*(2*J+3) / (10 * (KB * hot)**2)
    assert abs(difference / law - 1) < 5e-3   # next order in field/(k T) remains
    g_flip = g_values(total(planar, -1.0), ion.mu)
    g_polar = g_values(total(polar_pair), ion.mu)
    H_pyramid = total(pyramid)
    g_pyramid = g_values(H_pyramid, ion.mu)
    g_long = g_values(total(long_bond), ion.mu)

    # Mixing of higher J levels inside the Hund term
    H_term = ZETA[name] * ion.so + many_body(ion.density, sum(planar.values()))
    g_mixed = g_values(H_term, ion.mu_term)
    term_levels = np.linalg.eigvalsh(H_term)
    so_gap = ZETA[name] * (so_levels[16] - so_levels[0])

    def easy_axis(g):
        return g[2] > max(g[0], g[1])

    for g in (g_full, g_pyramid, g_long, g_mixed):
        assert easy_axis(g) == axial
    for g in (g_flip, g_polar):
        assert easy_axis(g) != axial
    if axial:
        assert max(g_full[:2]) < 1e-6 and max(g_pyramid[:2]) < 1e-6

    M_ground = 7.5 if axial else 0.5
    weight = doublet_weight(H, J, M_ground)
    assert weight > 0.5
    smallest = 1.0
    for step in range(99, -1, -1):
        if doublet_weight(total(planar, step / 100), J, M_ground) <= 0.5:
            break
        smallest = step / 100
    assert smallest < 0.5

    m_z = thermal_moment(H, ion.mu[2], T_LOW, B_FIELD)
    m_x = thermal_moment(H, ion.mu[0], T_LOW, B_FIELD)
    ratio = (susceptibility(H, ion.mu[2], T_ROOM)
             / susceptibility(H, ion.mu[0], T_ROOM))
    assert (abs(m_z) > abs(m_x)) == axial and (ratio > 1) == axial

    gap = levels[2] - levels[0]
    print(f"{name}: 4f{n_f} L={ion.L} S={ion.S} J={J} gJ={g_lande:.4f}")
    print(f"{name} sum <P2>, M=15/2 and 1/2:",
          fmt([shape[0, 0].real, shape[7, 7].real], 4))
    print(f"{name} alpha = {alpha} = {float(alpha):.6f}")
    print(f"{name} B20 = {B20:.4f} meV")
    print(f"{name} rank-2 E, M=15/2..1/2 (meV):", fmt(np.diag(rank2).real[:8], 1))
    print(f"{name} all-rank doublets (meV):", fmt(levels[::2] - levels[0], 1))
    print(f"{name} first gap {gap:.2f} meV = {gap / KB:.0f} K")
    print(f"{name} rank-2 gx gy gz:", fmt(g_rank2))
    print(f"{name} all-rank gx gy gz:", fmt(g_full))
    print(f"{name} ground weight of |M|={M_ground}: {weight:.4f}")
    print(f"{name} full moment, E(axis)-E(plane) = {tilt_cost:.1f} meV")
    print(f"{name} moment z, x at {T_LOW:.0f} K, {B_FIELD:.0f} T (muB):",
          fmt([abs(m_z), abs(m_x)], 3))
    print(f"{name} chi_zz/chi_xx at {T_ROOM:.0f} K = {ratio:.3f}")
    print(f"{name} rank-2 sign reversed, gx gy gz:", fmt(g_flip))
    print(f"{name} two polar ligands, gx gy gz:", fmt(g_polar))
    e_pyr = np.linalg.eigvalsh(H_pyramid)
    print(f"{name} bent 15 deg: gap {e_pyr[2] - e_pyr[0]:.2f} meV, g:", fmt(g_pyramid))
    print(f"{name} one bond 5% longer, gx gy gz:", fmt(g_long, 3))
    print(f"{name} zeta {ZETA[name]:.0f} meV, next J at {so_gap:.0f} meV")
    print(f"{name} J mixing: gap {term_levels[2] - term_levels[0]:.2f} meV, g:",
          fmt(g_mixed))
    print(f"{name} smallest rank-2 scale keeping ground M: {smallest:.2f}")

print("all tests passed")
```

Output:

```
Ligand distance 0.22 nm, charge number 1
4f moments r2, r4, r6 (Bohr radius powers): 0.7 1.2 4.0
Z e^2 <r2>/(4 pi eps0 R^3) = 265.1 meV
Orbital <P2> for |m| = 3,2,1,0: -0.3333 0.0000 0.2000 0.2667
Dy: 4f9 L=5 S=2.5 J=7.5 gJ=1.3333
Dy sum <P2>, M=15/2 and 1/2: -0.3333 0.2000
Dy alpha = -2/315 = -0.006349
Dy B20 = 1.2623 meV
Dy rank-2 E, M=15/2..1/2 (meV): 132.5 79.5 34.1 -3.8 -34.1 -56.8 -72.0 -79.5
Dy all-rank doublets (meV): 0.0 8.1 24.4 48.6 80.3 118.8 162.9 210.4
Dy first gap 8.15 meV = 95 K
Dy rank-2 gx gy gz: 10.67 10.67 1.33
Dy all-rank gx gy gz: 10.67 10.67 1.33
Dy ground weight of |M|=0.5: 1.0000
Dy full moment, E(axis)-E(plane) = 198.8 meV
Dy moment z, x at 2 K, 1 T (muB): 0.147 5.420
Dy chi_zz/chi_xx at 300 K = 0.109
Dy rank-2 sign reversed, gx gy gz: 0.00 0.00 20.00
Dy two polar ligands, gx gy gz: 0.00 0.00 20.00
Dy bent 15 deg: gap 6.39 meV, g: 10.66 10.66 1.33
Dy one bond 5% longer, gx gy gz: 1.522 18.178 0.447
Dy zeta 240 meV, next J at 360 meV
Dy J mixing: gap 7.41 meV, g: 10.69 10.69 1.39
Dy smallest rank-2 scale keeping ground M: 0.01
Er: 4f11 L=6 S=1.5 J=7.5 gJ=1.2000
Er sum <P2>, M=15/2 and 1/2: 0.1333 -0.0800
Er alpha = 4/1575 = 0.002540
Er B20 = -0.5049 meV
Er rank-2 E, M=15/2..1/2 (meV): -53.0 -31.8 -13.6 1.5 13.6 22.7 28.8 31.8
Er all-rank doublets (meV): 0.0 19.2 35.4 49.9 62.5 73.7 81.2 85.2
Er first gap 19.17 meV = 222 K
Er rank-2 gx gy gz: 0.00 0.00 18.00
Er all-rank gx gy gz: 0.00 0.00 18.00
Er ground weight of |M|=7.5: 1.0000
Er full moment, E(axis)-E(plane) = -79.5 meV
Er moment z, x at 2 K, 1 T (muB): 8.957 0.033
Er chi_zz/chi_xx at 300 K = 3.996
Er rank-2 sign reversed, gx gy gz: 9.60 9.60 1.19
Er two polar ligands, gx gy gz: 9.60 9.60 1.20
Er bent 15 deg: gap 15.31 meV, g: 0.00 0.00 18.00
Er one bond 5% longer, gx gy gz: 0.000 0.000 17.998
Er zeta 300 meV, next J at 750 meV
Er J mixing: gap 19.04 meV, g: 0.00 0.00 18.00
Er smallest rank-2 scale keeping ground M: 0.11
all tests passed
```
